# Splined form factors and stresses that match energy derivatives

A crystal is squeezed slightly and its energy is computed before and after. The energy difference divided by the strain should equal the stress that the same program prints from its analytic formula, times the cell volume. In a plane-wave calculation with ultrasoft or PAW augmentation, the two numbers can disagree although both the energy formula and the stress formula are correct. One source of disagreement is the table from which the radial form factors are read.

## What has to be tabulated

Hartree atomic units are used. Projectors and augmentation charges are radial functions times angular functions, and a plane-wave program needs their Fourier transforms at $\mathbf q=\mathbf k+\mathbf G$ for projectors and at $\mathbf q=\mathbf G$ for augmentation charges. The expansion of $e^{-i\mathbf q\cdot\mathbf r}$ in spherical harmonics,

$$e^{-i\mathbf q\cdot\mathbf r}=4\pi\sum_{lm}(-i)^l j_l(qr)\,Y_{lm}(\hat{\mathbf q})\,Y_{lm}(\hat{\mathbf r}),$$

with real $Y_{lm}$, leaves one radial integral for each $l$:

$$F_l(q)=\int_0^{r_c}r^2R_l(r)\,j_l(qr)\,dr .$$

With $Y_{00}=1/\sqrt{4\pi}$ and $Y_{1a}=\sqrt{3/4\pi}\,\hat r_a$, the s and p projectors become

$$\beta_s(\mathbf q)=\sqrt{4\pi}\,F_0(q),\qquad \beta_a(\mathbf q)=-i\sqrt{12\pi}\,\hat q_a F_1(q).$$

An augmentation charge $Q_{ij}(\mathbf r)$ carries the angular product $Y_iY_j$. For two p functions,

$$Y_{1a}Y_{1b}=\frac{3}{4\pi}\hat r_a\hat r_b=\frac1{4\pi}\left[\delta_{ab}+(3\hat r_a\hat r_b-\delta_{ab})\right],$$

which has an $L=0$ and an $L=2$ part. Each part gets its own radial function and amplitude. The factor $(-i)^L$ is $1$, $-i$ and $-1$ for $L=0,1,2$, so that

$$Q_{ss}=A_{ss}F_0,\qquad Q_{sa}=-i\sqrt3A_{sp}\,\hat q_aF_1,$$
$$Q_{ab}=A_{pp}\,\delta_{ab}F_0-A_d(3\hat q_a\hat q_b-\delta_{ab})F_2 .$$

The $F_L$ here are integrals over the augmentation functions, with their own radius. Evaluating all these integrals afresh for every wave vector and every cell shape is wasteful. They depend only on the length $q$, so one table on a uniform mesh $q_i=ih$ serves every cell, provided that nothing depending on the cell is put into it. The factor $\Omega^{-1/2}$ of a normalized plane wave, $\Omega$ being the cell volume, therefore stays outside.

## The naive scheme

The energy needs $F_l$, and the stress needs $F_l'$ as well, because strain changes $q$. The obvious design interpolates $F_l$ for the energy and, for the stress, takes the best available value of

$$F_l'(q)=\int_0^{r_c}r^3R_l(r)\,j_l'(qr)\,dr,$$

either integrated directly or splined in a second table. Each ingredient is then as accurate as one can make it.

To see what this does, take a model whose energy can be differentiated completely. Electrons move in a fixed potential $V$, a sum of Gaussian wells that follow the sites; there is no Hartree or exchange-correlation energy. In the plane-wave basis

$$H=T+V+\sum_aB_aD_aB_a^\dagger,\qquad S=1+\sum_aB_aNB_a^\dagger,$$
$$(B_a)_{\mathbf G i}=\Omega^{-1/2}e^{-i(\mathbf k+\mathbf G)\cdot\boldsymbol\tau_a}\beta_i(\mathbf k+\mathbf G).$$

Here $a$ labels sites at $\boldsymbol\tau_a$, and $N_{ij}=Q_{ij}(\mathbf q=0)$ is the augmentation charge. The strengths contain the potential seen by that charge. With $V(\mathbf r)=\sum_{\mathbf G}V(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$ and real $Q_{ij}(\mathbf r)$,

$$D_{a,ij}=D^0_{ij}+\sum_{\mathbf G}V(\mathbf G)\,e^{i\mathbf G\cdot\boldsymbol\tau_a}\,Q_{ij}(\mathbf G)^* .$$

So projector tables enter through $B_a$, and augmentation tables through $D_a$. The energy is $E=2\sum_n\varepsilon_n$ over the occupied bands, with $Hc_n=\varepsilon_nSc_n$ and $c_n^\dagger Sc_n=1$.

Now strain the crystal, $\mathbf r\to(1+\lambda\eta)\mathbf r$ with $\eta$ a symmetric matrix and $\lambda$ small. Keep the integer labels of the plane waves, the fractional site positions, the fractional $\mathbf k$ and the occupations fixed. All phases $\mathbf q\cdot\boldsymbol\tau$ then stay constant, which requires $\mathbf q\to(1+\lambda\eta)^{-1}\mathbf q$. Writing $d$ for the derivative with respect to $\lambda$ at $\lambda=0$, we have $d\mathbf q=-\eta\mathbf q$. From $q\,dq=\mathbf q\cdot d\mathbf q$ and $\hat{\mathbf q}=\mathbf q/q$,

$$dq=-q\,(\hat{\mathbf q}\cdot\eta\hat{\mathbf q}),\qquad d\hat{\mathbf q}=-\eta\hat{\mathbf q}+\hat{\mathbf q}\,(\hat{\mathbf q}\cdot\eta\hat{\mathbf q}),\qquad d\Omega=\Omega\,\mathrm{tr}\,\eta .$$

The charges $N$ do not change, since $\mathbf q=0$ stays at zero. For the bands, differentiate $\varepsilon_n=c_n^\dagger Hc_n$ and use $Hc_n=\varepsilon_nSc_n$:

$$d\varepsilon_n=c_n^\dagger\,dH\,c_n+\varepsilon_n\left(dc_n^\dagger Sc_n+c_n^\dagger S\,dc_n\right).$$

The normalization gives $dc_n^\dagger Sc_n+c_n^\dagger S\,dc_n=-c_n^\dagger\,dS\,c_n$. Therefore

$$dE=2\sum_nc_n^\dagger(dH-\varepsilon_n\,dS)c_n,\qquad \sum_{ab}\sigma_{ab}\eta_{ab}=\frac{dE}{\Omega}.$$

With this sign a positive diagonal stress is tension.

The step that matters is hidden in $dH$ and $dS$. The program never had $F_l$ between the knots; its matrices contain an interpolant $s_l$. The identity for $d\varepsilon_n$ holds for the matrices that were diagonalized, so the chain rule produces $s_l'(q)\,dq$. The naive scheme inserts some other slope $g_l$. Let $\delta_l=g_l-s_l'$, and let $\delta B_a$ and $\delta D_a$ be the resulting errors in $dB_a$ and $dD_a$. They follow from the formulas for $\beta_i$ and $Q_{ij}$ when each $F_l$ is replaced by $-q(\hat{\mathbf q}\cdot\eta\hat{\mathbf q})\,\delta_l$. All other terms cancel in the difference between the printed and the true derivative:

$$\Delta=2\sum_{n,a}\left[2\,\mathrm{Re}\,c_n^\dagger\,\delta B_a(D_a-\varepsilon_nN)b_{na}+b_{na}^\dagger\,\delta D_a\,b_{na}\right],\qquad b_{na}=B_a^\dagger c_n .$$

The first term is the projector error. It appears twice because $B_a$ stands on both sides of $D_a$ and of $N$. The second is the augmentation error. Both are linear in $\delta_l$, and making $g_l$ closer to $F_l'$ does not remove them, since the reference is $s_l'$.

## Is the interpolant's slope necessary?

If $\delta_l=0$ at all sampled $q$, then $\Delta=0$. The converse needs care, because $\Delta$ is one number for each strain direction, and positive and negative contributions may cancel in a particular crystal.

A stress routine, however, must work for whatever $D^0$ and $V$ it is given. Require that its $dH$ be the true derivative for all of them, and take one site and $\eta=1$. The error in $dH$ is

$$\delta B\,D\,B^\dagger+B\,D\,\delta B^\dagger+B\,\delta D\,B^\dagger .$$

Its dependence on $D^0$ must vanish separately. Changing one diagonal element $D^0_{ii}$ gives $\delta B_iB_i^\dagger+B_i\,\delta B_i^\dagger=0$ for column $i$. Acting with this on $B_i\neq0$ shows that $\delta B_i$ is a multiple of $B_i$, and the equation then makes the factor imaginary. But $\delta B_i$ and $B_i$ differ, plane wave by plane wave, by the real factor $-q\delta_l/s_l$. The multiple is therefore zero, and $\delta B_i=0$. What remains is $B\,\delta D\,B^\dagger=0$. If the columns of $B$ are linearly independent this means $\delta D=0$. If $V$ is any real periodic potential, so that $V(\mathbf G)$ can be chosen freely for each pair $\pm\mathbf G$, the error in $dQ_{ij}(\mathbf G)$ vanishes at every $\mathbf G$. With nonzero amplitudes $A$, the ss element gives $\delta_0=0$, the sp elements give $\delta_1=0$, and the traceless part of the pp block gives $\delta_2=0$. Hence $\delta_l=0$ at every sampled $q>0$. The freedom in $V$ is essential. A well centred on the single site gives a potential that is even about the site, and then the sp elements of $\delta D$ cancel between $\mathbf G$ and $-\mathbf G$ for any $\delta_1$. In a cubic cell the traceless pp part likewise cancels for any $\delta_2$ when $\eta=1$.

This is the sense in which the condition is necessary: a routine whose matrix $dH$ is the true derivative for every $D^0$ and $V$ must use the slope of the interpolant at the sampled $q$. The argument concerns the whole matrix, which is more than the occupied-state averages that enter the stress, and the stress of a single crystal may escape by cancellation.

## An interpolant worth differentiating

The stress now inherits the smoothness of $s_l'$. A piecewise linear table would make it jump whenever a wave vector crosses a knot. A cubic spline has continuous first and second derivatives, so both the stress and its own strain derivative are continuous.

In the cell $q=(i+t)h$, $0\le t\le1$, let $\phi=F_{i+1}-F_i$ be the difference of the knot values and $m_i$ the slopes at the knots, still to be found. The cubic with these end values and end slopes is

$$s=F_i+c_1t+c_2t^2+c_3t^3,\qquad c_1=hm_i,$$
$$c_2=3\phi-h(2m_i+m_{i+1}),\qquad c_3=h(m_i+m_{i+1})-2\phi .$$

At $t=1$ the three coefficients add up to $\phi$, and $c_1+2c_2+3c_3=hm_{i+1}$, as they should. The slope comes from the same coefficients,

$$s'=\frac{c_1+2c_2t+3c_3t^2}{h},$$

where $1/h$ is $dt/dq$.

The second derivatives, times $h^2$, must agree at knot $i$. The cell on the left gives $2c_2+6c_3$ at its end, and the cell on the right gives $2c_2$ at its start:

$$-6(F_i-F_{i-1})+2hm_{i-1}+4hm_i=6(F_{i+1}-F_i)-4hm_i-2hm_{i+1}.$$

Collecting slopes on the left and dividing by $2h$,

$$m_{i-1}+4m_i+m_{i+1}=\frac{3(F_{i+1}-F_{i-1})}{h}.$$

The two end slopes are set to the integral for $F_l'$. The rest is a tridiagonal system, solved once. After that, each look-up finds $i$ by rounding $q/h$ down and returns the pair $(s,s')$. Returning both from one routine prevents the energy and the stress from using different functions.

## How large the naive error is

Because $R_l$ ends at $r_c$, every derivative of $F_l$ exists and is bounded, and Taylor expansion is safe for small $h$. Put the true slopes into the spline equation. At knot $i$,

$$F'_{i-1}+4F'_i+F'_{i+1}=6F'+h^2F'''+\frac{h^4}{12}F^{(5)}+\dots,$$
$$\frac{3(F_{i+1}-F_{i-1})}{h}=6F'+h^2F'''+\frac{h^4}{20}F^{(5)}+\dots$$

They differ by $h^4F^{(5)}/30$ to leading order. This difference is $3/h$ times the error of Simpson's rule for $\int F'dq$ over two cells, and the remainder theorem for that rule gives the same expression without further terms if $F^{(5)}$ is taken at a suitable intermediate point. The slope errors $e_i=m_i-F'_i$ thus obey $|e_{i-1}+4e_i+e_{i+1}|\le h^4\max|F^{(5)}|/30$. At the knot where $|e_i|$ is largest, the left side is at least $4|e_i|-2|e_i|$, so

$$|m_i-F'_i|\le\frac{h^4}{60}\max|F^{(5)}| .$$

Between knots a larger slope error appears. A cubic with correct end data reproduces the Taylor polynomial of $F$ through third order. The fourth-order term leaves $h^4F^{(4)}/24$ times a quartic in $t$ with leading coefficient one and double zeros at both ends, which is $t^2(1-t)^2$. To leading order

$$F-s=\frac{h^4F^{(4)}}{24}t^2(1-t)^2,\qquad F'-s'=\frac{h^3F^{(4)}}{12}t(1-t)(1-2t).$$

Differentiation with respect to $q$ costs one power of $h$. The errors $e_i$ add only order $h^5$ to the value and $h^4$ to the slope. The first polynomial peaks at $t=\tfrac12$ with value $1/16$. The second has extrema $\pm\sqrt3/18$ where $(t-\tfrac12)^2=1/12$. Hence the largest errors are, to leading order,

$$\frac{h^4}{384}\max|F^{(4)}|\quad\text{and}\quad\frac{\sqrt3\,h^3}{216}\max|F^{(4)}| .$$

With $g_l=F_l'$ the second expression is the largest value of $|\delta_l|$ over $q$; to leading order $\delta_l$ vanishes at the knots and at the cell midpoints. A separate spline of $F_l'$ has an error of order $h^4$ itself, so it meets the same order-$h^3$ mismatch.

## A model crystal

The program uses $R_l=(r/r_c)^l(1-r^2/r_c^2)^3$, with $r_c=2.2$ bohr for projectors and $2.0$ bohr for augmentation charges. Two equal sites lie in a low-symmetry cell of $286.44$ bohr³, with one general $\mathbf k$ point, 158 plane waves (cutoff 5 Ha in the unstrained cell) and two doubly occupied bands. The gap above them, $0.86$ Ha, keeps the occupied set well defined under small strains. The meshes are coarse on purpose, to lift the effect above numerical noise. For this model the formula for $\Delta$ with the exact slope gives a largest mismatch of only about $9\times10^{-8}$ GPa at $h=0.02$ bohr⁻¹ and $6\times10^{-9}$ GPa at $h=0.01$ bohr⁻¹.

The error law can be checked by hand for the s projector. Since $j_0(x)=\tfrac12\int_{-1}^1\cos(x\mu)\,d\mu$, its fourth derivative is largest at $x=0$, where it equals $1/5$. As $R_0\ge0$,

$$\max|F_0^{(4)}|=\frac{r_c^7}{5}\int_0^1x^6(1-x^2)^3dx=\frac{2.2^7}{5}\cdot\frac{16}{3003}\approx0.266\ \text{bohr}^7 .$$

For $h=0.4$ bohr⁻¹ the predicted slope error is $(\sqrt3/216)(0.064)(0.266)\approx1.36\times10^{-4}$ bohr⁴. The spline shows $1.39\times10^{-4}$ bohr⁴.

On this mesh the $zz$ stress from five-point energy differences is $23.590048$ GPa. The interpolant's slope gives $23.590048$ GPa, and the exact slope $F_l'$ gives $23.589183$ GPa. The digits are kept only to expose the difference, $-8.65\times10^{-4}$ GPa, about $4\times10^{-5}$ of the stress. The stress itself belongs to this small fixed basis and is not converged in the cutoff: without tables it drops from 23.6 GPa at 5 Ha to 9.3 GPa at 10 Ha and 9.0 GPa at 13 Ha. As an energy derivative it is

$$\frac{8.65\times10^{-4}}{29421}\times286.44\approx8.4\times10^{-6}\ \text{Ha per unit strain}.$$

The largest mismatch among the six stress components, in GPa, is:

| $h$ (bohr⁻¹) | interpolant slope | exact slope | separate table |
|---|---|---|---|
| 0.4 | $3.0\times10^{-9}$ | $8.7\times10^{-4}$ | $1.1\times10^{-3}$ |
| 0.2 | $4.5\times10^{-9}$ | $8.4\times10^{-5}$ | $8.6\times10^{-5}$ |
| 0.1 | $5.5\times10^{-9}$ | $8.9\times10^{-6}$ | $7.5\times10^{-6}$ |

The first column does not fall with $h$. It is comparable with the $5.6\times10^{-9}$ GPa found when no table is used at all, so it shows the limit of the numerical differences and no interpolation error. For these three meshes the other columns fall by factors of 9 to 13 per halving of $h$, not by the 8 of the largest slope error. The law for $F'-s'$ fixes only the $h^3$ envelope of the mismatch: changing the mesh changes $t$ for each wave vector, and $\Delta$ is a signed sum over them, so the factor for one particular halving can lie well above or well below 8.

Both families of tables matter. With the exact slope used for projectors alone, the largest mismatch at $h=0.4$ bohr⁻¹ is $1.2\times10^{-4}$ GPa; for augmentation charges alone it is $7.8\times10^{-4}$ GPa. That augmentation dominates is a result for this model.

## Consistent does not mean more accurate

One may also compare with the stress of the untabulated model. At $h=0.4$ bohr⁻¹ the interpolant's slope misses it by at most $8.3\times10^{-4}$ GPa, and the exact slope by only $3.1\times10^{-4}$ GPa. At $h=0.1$ bohr⁻¹ the figures are $7.8\times10^{-6}$ and $1.2\times10^{-6}$ GPa. By this measure the naive stress is the better one.

The error laws explain it. With exact slopes, the remaining errors come from the values $s_l$ and from the states computed with them, and these are of order $h^4$. The consistent stress contains $s_l'$, wrong by order $h^3$. Being the derivative of the tabulated energy, it includes the strain derivative of the error that the table puts into that energy.

The choice depends on use. A cell relaxation that compares energies while following stresses, or an equation of state checked against pressures, needs the stress to integrate to the computed energy differences. For a fixed set of plane waves the interpolant's slope provides this. It removes only the table's share of any inconsistency, and that share is already small on a fine mesh. Refining the mesh then reduces the error of the energy as $h^4$ and that of the stress as $h^3$ in order of magnitude, though the stress error need not fall at every small change of $h$.

The agreement rests on the conditions stated above. If the set of plane waves is chosen anew at each strain, the energy may jump when a wave enters or leaves, and the formula for $dE$ does not describe the jump. With an unconverged basis this outweighs the table mismatch by many orders. In the model, energies at isotropic strains of $\pm1\%$ give a mean diagonal stress of 19.2 GPa with the waves held fixed, and 6.4 GPa with the waves chosen anew at 5 Ha. If the mesh is rebuilt with a spacing tied to the cell, the interpolant depends on strain in a second way,

$$ds_l=s_l'\,dq+\frac{\partial s_l}{\partial h}\,dh,$$

and $s_l'$ alone is no longer the whole derivative. A table fixed in absolute $q$, and long enough for the most compressed cell, avoids the extra term. The numerical check treats this fixed-table case.

## Values computed for the example and the checks

```
cell volume 286.440 bohr^3; plane waves 158; dense G vectors 1229
cutoff 5.0 Ha; well depth 3.0 Ha, width 1.0 bohr
radii: projector 2.2 bohr, augmentation 2.0 bohr; table end 8.0 bohr^-1
augmentation charges: s 0.4, p 0.2 (electrons)
D of site 1 (Ha): ss -0.43609, s-px -0.00023, px-px -0.16805
lowest levels (Ha): -0.930648 -0.895728 -0.033025 ; gap 0.8627 Ha
untabulated energy -3.65275238 Ha
1 Ha/bohr^3 = 29421.016 GPa; strain step 0.0002
untabulated: max |analytic - difference| stress 5.6e-09 GPa
--- mesh h = 0.4 bohr^-1, 21 knots
s projector, max value error 1.829e-05 bohr^3 (leading law 1.772e-05)
s projector, max slope error 1.389e-04 bohr^4 (leading law 1.364e-04)
energy error of the table -2.546e-06 Ha
max stress mismatch with energy differences (GPa):
  interpolant slope 3.00e-09, exact slope 8.66e-04, separate table 1.08e-03
max deviation from untabulated stress (GPa): interpolant slope 8.28e-04, exact slope 3.07e-04
exact slope in one family only, max mismatch (GPa): projectors 1.22e-04, augmentation 7.75e-04
stress (GPa): difference | interpolant slope | exact slope
  xx    16.692698    16.692698    16.693252
  yy    17.360228    17.360228    17.359774
  zz    23.590048    23.590048    23.589183
  yz     1.845126     1.845126     1.845265
  xz     1.324087     1.324087     1.323933
  xy     3.296087     3.296087     3.295772
--- mesh h = 0.2 bohr^-1, 41 knots
s projector, max value error 1.116e-06 bohr^3 (leading law 1.107e-06)
s projector, max slope error 1.713e-05 bohr^4 (leading law 1.705e-05)
energy error of the table -1.602e-07 Ha
max stress mismatch with energy differences (GPa):
  interpolant slope 4.48e-09, exact slope 8.35e-05, separate table 8.58e-05
max deviation from untabulated stress (GPa): interpolant slope 8.05e-05, exact slope 2.40e-05
--- mesh h = 0.1 bohr^-1, 81 knots
s projector, max value error 6.936e-08 bohr^3 (leading law 6.922e-08)
s projector, max slope error 2.134e-06 bohr^4 (leading law 2.131e-06)
energy error of the table -1.128e-08 Ha
max stress mismatch with energy differences (GPa):
  interpolant slope 5.52e-09, exact slope 8.94e-06, separate table 7.45e-06
max deviation from untabulated stress (GPa): interpolant slope 7.84e-06, exact slope 1.23e-06
```
